# Does deposited energy divided by band gap give the pair yield?: a numerical check

```python
# Result under test: the mean energy to create an electron-hole pair is
#   pair_energy = gap + 2*(mean residual kinetic energy) + (phonon loss per pair),
# and one hot carrier of kinetic energy E makes N pairs with
#   N + 1/2 = (E + gap/2) / pair_energy   far above threshold.
# Kinetic energies are measured from the carrier's own band edge, in eV.
# Products of an ionization share E - gap in proportion to the available
# final states of parabolic bands. A carrier below threshold is "residual".
# rate_ratio = phonon rate scale / ionization rate scale.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize, brentq


def share_cdf(x, products):
    """Probability that one product takes less than the fraction x."""
    root = np.sqrt(x)
    if products == 3:
        return x * root * (35 - 42 * x + 15 * x * x) / 8
    return 2 / np.pi * (np.arcsin(root)
                        - root * np.sqrt(1 - x) * (1 - 2 * x))


def cascade(gap, phonon, rate_ratio, threshold=None, products=3,
            plasmon=None, step=0.02, top=90.0):
    """Mean pairs, residual energy and phonon loss against start energy."""
    threshold = gap if threshold is None else threshold
    count = round(top / step)
    energy = (np.arange(count) + 0.5) * step
    edges = np.arange(count + 1) * step
    n_gap, n_thr = round(gap / step), round(threshold / step)
    n_ph = round(phonon / step)
    result = np.zeros((count, 3))
    result[:n_thr, 1] = energy[:n_thr]
    one_pair = np.array([1.0, 0.0, 0.0])
    one_phonon = np.array([0.0, 0.0, phonon])
    power = 1.5 * products - 1
    if plasmon is not None:
        n_pl = round(plasmon / step)
        n_share = n_pl - n_gap
        x = np.minimum(edges[:n_share + 1] / (plasmon - gap), 1.0)
        pair_weights = np.diff(share_cdf(x, 2))
    for j in range(n_thr, count):
        e = energy[j]
        excess = e - gap
        if plasmon is not None and e >= plasmon:
            after = (one_pair + result[j - n_pl]
                     + 2 * pair_weights @ result[:n_share])
        else:
            i = j - n_gap
            x = np.minimum(edges[:i + 2] / excess, 1.0)
            weights = np.diff(share_cdf(x, products))
            after = one_pair + products * (weights @ result[:i + 1])
        ionize = (excess / gap) ** power
        emit = rate_ratio * np.sqrt((e - phonon) / gap)
        p = ionize / (ionize + emit)
        result[j] = p * after + (1 - p) * (result[j - n_ph] + one_phonon)
    return energy, result


def at(solution, e, column=0):
    return float(np.interp(e, solution[0], solution[1][:, column]))


def slope_energy(solution, low=50.0, high=88.0):
    return (high - low) / (at(solution, high) - at(solution, low))


def simulate(start, gap, phonon, rate_ratio, runs, rng, occupation=0.0):
    """Event-by-event cascades; occupation is the thermal phonon number."""
    energy = np.full(runs, start)
    owner = np.arange(runs)
    pairs = np.zeros(runs)
    residual = 0.0
    while energy.size:
        below = energy < gap
        residual += energy[below].sum()
        energy, owner = energy[~below], owner[~below]
        ionize = ((energy - gap) / gap) ** 3.5
        lattice = (rate_ratio * (1 + 2 * occupation)
                   * np.sqrt((energy - phonon) / gap))
        hit = rng.random(energy.size) * (ionize + lattice) < ionize
        pairs += np.bincount(owner[hit], minlength=runs)
        shares = rng.dirichlet([1.5, 1.5, 1.5], size=int(hit.sum()))
        children = (shares * (energy[hit] - gap)[:, None]).ravel()
        absorb = (rng.random(int((~hit).sum()))
                  < occupation / (1 + 2 * occupation))
        moved = energy[~hit] + np.where(absorb, phonon, -phonon)
        energy = np.concatenate([children, moved])
        owner = np.concatenate([np.repeat(owner[hit], 3), owner[~hit]])
    return pairs, residual


def threshold_formula(gap, m_same, m_other):
    return gap * (2 * m_same + m_other) / (m_same + m_other)


def threshold_numeric(gap, m_same, m_other):
    def surplus(kinetic):
        k = np.sqrt(2 * m_same * kinetic)

        def products(q):
            return ((q[0] ** 2 + q[1] ** 2) / (2 * m_same)
                    + (k - q[0] - q[1]) ** 2 / (2 * m_other))
        return kinetic - gap - minimize(products, [0.1, 0.2]).fun
    return brentq(surplus, gap, 3 * gap)


# Model inputs (rough typical values for a tin-oxide-type EUV resist)
gap, phonon = 4.0, 0.08
rate_ion, rate_phonon = 1.0e15, 5.0e14
ratio = rate_phonon / rate_ion
wavelength_nm = 13.5
photon = const.h * const.c / (wavelength_nm * 1e-9) / const.e
start = photon - gap
dose_mj, absorption = 30.0, 0.02
plasmon, deep_hole, temperature = 20.0, 20.0, 300.0

# Available final states and sharing law, by direct quadrature
F = 3.0


def state_weight(b, a):
    return np.sqrt(max(a * b * (F - a - b), 0.0))


whole = dblquad(state_weight, 0, F, 0, lambda a: F - a)[0]
part = dblquad(state_weight, 0, 0.4 * F, 0, lambda a: F - a)[0]
assert abs(whole / (2 * np.pi / 105 * F ** 3.5) - 1) < 1e-5
assert abs(part / whole - share_cdf(0.4, 3)) < 1e-5
two_all = quad(lambda x: np.sqrt(x * (1 - x)), 0, 1)[0]
two_part = quad(lambda x: np.sqrt(x * (1 - x)), 0, 0.3)[0]
assert abs(two_part / two_all - share_cdf(0.3, 2)) < 1e-6

# Momentum-conserving threshold, by numerical minimization
for masses in [(1.0, 1.0), (0.3, 1.5), (1.5, 0.3)]:
    assert abs(threshold_numeric(1.0, *masses)
               - threshold_formula(1.0, *masses)) < 1e-4

# Cascade solutions
base = cascade(gap, phonon, ratio)
clean = cascade(gap, phonon, 0.0)
high_thr = threshold_formula(gap, 1.0, 1.0)
momentum = cascade(gap, phonon, ratio, threshold=high_thr)
momentum_clean = cascade(gap, phonon, 0.0, threshold=high_thr)
still_holes = cascade(gap, phonon, ratio, products=2)
with_plasmon = cascade(gap, phonon, ratio, plasmon=plasmon)
weak = cascade(gap, phonon, ratio / 5)
strong = cascade(gap, phonon, ratio * 5)
fine = cascade(gap, phonon, ratio, step=0.01)
half_gap = cascade(gap / 2, phonon, 0.0)

# Energy ledger: pairs, residual motion and phonons account for everything
for sol in (base, clean, momentum, still_holes, with_plasmon):
    total = sol[1] @ np.array([gap, 1.0, 1.0])
    assert np.max(np.abs(total - sol[0])) < 0.03   # finite energy grid

eps, eps_clean = slope_energy(base), slope_energy(clean)
assert abs(slope_energy(fine) / eps - 1) < 2e-3
assert abs(slope_energy(half_gap) / (gap / 2) - eps_clean / gap) < 5e-3
assert gap < eps_clean < eps
assert np.all(base[1][:, 0] <= clean[1][:, 0] + 1e-3)

# Straight-line law, including its offset, against the full solution
for sol, value in ((base, eps), (clean, eps_clean)):
    for e in (30.0, 45.0, 85.0):
        assert abs(at(sol, e) + 0.5 - (e + gap / 2) / value) < 0.02

# Parts of the pair energy
pairs_start = at(base, start)
mean_residual = at(base, start, 1) / (2 * pairs_start + 1)
phonon_part = at(base, start, 2) / (pairs_start + 0.5)
assert abs(gap + 2 * mean_residual + phonon_part - eps) < 0.02
residual_clean = at(clean, start, 1) / (2 * at(clean, start) + 1)
assert abs(gap + 2 * residual_clean - eps_clean) < 0.02

# Independent random simulation
rng = np.random.default_rng(7)
runs = 20000
sample, sample_residual = simulate(start, gap, phonon, ratio, runs, rng)
error = sample.std(ddof=1) / np.sqrt(runs)
assert abs(sample.mean() - pairs_start) < 4 * error + 0.003
sim_residual = sample_residual / (2 * sample.sum() + runs)
assert abs(sim_residual / mean_residual - 1) < 0.01
fano = sample.var(ddof=1) / (1 + sample.mean())

# Photon yield: hole at the band top, or a deep energetic hole
yield_top = 1 + pairs_start
yield_deep = 1 + at(base, start - deep_hole) + at(base, deep_hole)
yield_top_law = 0.5 + (photon - gap / 2) / eps
assert abs(yield_top - yield_top_law) < 0.02
assert abs(yield_deep - photon / eps) < 0.05
naive = photon / gap
assert yield_top < naive

# Thermal phonons
occupation = 1 / np.expm1(phonon * const.e / (const.k * temperature))
warm, _ = simulate(start, gap, phonon, ratio, runs, rng, occupation)
warm_error = warm.std(ddof=1) / np.sqrt(runs)

# Resist surface numbers
photons_nm2 = dose_mj * 1e-3 / 1e14 / (photon * const.e)
absorbed_nm3 = photons_nm2 * absorption

print(f"gap: {gap:.2f} eV; phonon: {phonon:.2f} eV")
print(f"ionization rate scale: {rate_ion:.1e} 1/s")
print(f"phonon rate scale: {rate_phonon:.1e} 1/s")
print(f"photon wavelength: {wavelength_nm:.1f} nm")
print(f"photon energy: {photon:.2f} eV")
print(f"first electron kinetic energy: {start:.2f} eV")
print(f"naive yield, photon energy/gap: {naive:.2f} pairs")
print(f"pair energy, no phonons: {eps_clean:.2f} eV")
print(f"pair energy/gap, no phonons: {eps_clean / gap:.3f}")
print(f"mean residual, no phonons: {residual_clean:.3f} eV")
print(f"pair energy, with phonons: {eps:.2f} eV")
print(f"pair energy/gap, with phonons: {eps / gap:.3f}")
print(f"mean residual per carrier: {mean_residual:.3f} eV")
print(f"residual part per pair: {2 * mean_residual:.2f} eV")
print(f"phonon part per pair: {phonon_part:.2f} eV")
print(f"fraction not stored as gap energy: {1 - gap / eps:.3f}")
print(f"pairs made by first electron: {pairs_start:.3f}")
print(f"same, random simulation: {sample.mean():.3f} +- {error:.3f}")
print(f"residual, random simulation: {sim_residual:.3f} eV")
print(f"photon yield, hole at band top: {yield_top:.2f} pairs")
print(f"same, straight-line law: {yield_top_law:.2f} pairs")
print(f"photon energy per pair made: {photon / yield_top:.2f} eV")
print(f"naive yield/true yield: {naive / yield_top:.2f}")
print(f"standard deviation of yield: {sample.std(ddof=1):.2f} pairs")
print(f"variance/mean of photon yield: {fano:.3f}")
print(f"dose: {dose_mj:.0f} mJ/cm2")
print(f"absorption coefficient: {absorption:.3f} 1/nm")
print(f"incident photons: {photons_nm2:.1f} per nm2")
print(f"absorbed at surface: {absorbed_nm3:.3f} per nm3")
print(f"pair density, naive: {absorbed_nm3 * naive:.2f} per nm3")
print(f"pair density, cascade: {absorbed_nm3 * yield_top:.2f} per nm3")
print(f"equal-mass momentum threshold: {high_thr:.2f} eV")
print(f"electron threshold/gap, masses 0.3 and 1.5: "
      f"{threshold_formula(1, 0.3, 1.5):.3f}")
print(f"hole threshold/gap, same masses: "
      f"{threshold_formula(1, 1.5, 0.3):.3f}")
print(f"pair energy, momentum threshold: {slope_energy(momentum):.2f} eV")
print(f"same, no phonons: {slope_energy(momentum_clean):.2f} eV")
print(f"even-filling estimate: {gap + 1.2 * high_thr:.2f} eV")
print(f"yield, momentum threshold: {1 + at(momentum, start):.2f} pairs")
print(f"yield, holes without motion: "
      f"{1 + at(still_holes, start):.2f} pairs")
print(f"plasmon energy: {plasmon:.1f} eV")
print(f"yield, plasmon losses: {1 + at(with_plasmon, start):.2f} pairs")
print(f"deep-hole kinetic energy: {deep_hole:.1f} eV")
print(f"yield, deep initial hole: {yield_deep:.2f} pairs")
print(f"photon energy/pair energy: {photon / eps:.2f} pairs")
print(f"phonon occupation at {temperature:.0f} K: {occupation:.3f}")
print(f"yield at {temperature:.0f} K: {1 + warm.mean():.2f} "
      f"+- {warm_error:.2f} pairs")
print(f"pair energy, phonon rate / 5: {slope_energy(weak):.2f} eV")
print(f"pair energy, phonon rate x 5: {slope_energy(strong):.2f} eV")
print("done: every assertion held")
```

Printed output:

```
gap: 4.00 eV; phonon: 0.08 eV
ionization rate scale: 1.0e+15 1/s
phonon rate scale: 5.0e+14 1/s
photon wavelength: 13.5 nm
photon energy: 91.84 eV
first electron kinetic energy: 87.84 eV
naive yield, photon energy/gap: 22.96 pairs
pair energy, no phonons: 6.34 eV
pair energy/gap, no phonons: 1.585
mean residual, no phonons: 1.171 eV
pair energy, with phonons: 8.09 eV
pair energy/gap, with phonons: 2.022
mean residual per carrier: 1.893 eV
residual part per pair: 3.79 eV
phonon part per pair: 0.30 eV
fraction not stored as gap energy: 0.505
pairs made by first electron: 10.608
same, random simulation: 10.609 +- 0.007
residual, random simulation: 1.894 eV
photon yield, hole at band top: 11.61 pairs
same, straight-line law: 11.61 pairs
photon energy per pair made: 7.91 eV
naive yield/true yield: 1.98
standard deviation of yield: 0.98 pairs
variance/mean of photon yield: 0.082
dose: 30 mJ/cm2
absorption coefficient: 0.020 1/nm
incident photons: 20.4 per nm2
absorbed at surface: 0.408 per nm3
pair density, naive: 9.36 per nm3
pair density, cascade: 4.73 per nm3
equal-mass momentum threshold: 6.00 eV
electron threshold/gap, masses 0.3 and 1.5: 1.167
hole threshold/gap, same masses: 1.833
pair energy, momentum threshold: 8.53 eV
same, no phonons: 8.22 eV
even-filling estimate: 11.20 eV
yield, momentum threshold: 11.03 pairs
yield, holes without motion: 15.08 pairs
plasmon energy: 20.0 eV
yield, plasmon losses: 11.92 pairs
deep-hole kinetic energy: 20.0 eV
yield, deep initial hole: 11.37 pairs
photon energy/pair energy: 11.36 pairs
phonon occupation at 300 K: 0.047
yield at 300 K: 11.62 +- 0.01 pairs
pair energy, phonon rate / 5: 7.55 eV
pair energy, phonon rate x 5: 8.86 eV
done: every assertion held
```
